Why a Ring-Resonator Lattice with Synthetic Flux Remains Reciprocal

**Question.** In a lattice of coupled ring resonators, light can hop between rings with the phases that an electron acquires in a magnetic field. A real magnetic field can make a device transmit differently in its two directions. The ring lattice is made of plain silicon and glass, yet light of a suitable frequency, sent into one port, can travel around the lattice edge in one sense. Why can it not serve as an isolator?

**Two circulations, two link arms**

Consider site rings on a square grid, with a smaller-role link ring between each pair of neighbours. Every site ring carries two modes of equal frequency, anticlockwise (CCW) and clockwise (CW). Where two rings touch, their fields run parallel, so touching rings circulate in opposite senses. A sector will be named by the circulation of its site rings.

Take a site 1 with a site 2 to its right. CCW light moves upward on the right side of site 1. It therefore drives the left side of the link upward, crosses to the right along the link's upper arm, comes down, and enters the left side of site 2 moving downward, which is again CCW. The return hop, from 2 to 1, uses the lower arm.

CW light moves downward on the right side of site 1. It crosses to the right along the lower arm and returns along the upper one. The same two arms serve both sectors, with their roles exchanged. If the arms differ in length, the exchange reverses the hopping phase.

**From arm lengths to hopping**

Fields vary as exp(−iωt), and a path of length L multiplies a wave by exp(iβL), where β is the propagation constant. Each coupler passes the amplitude t and transfers iκ, with t² + κ² = 1. Let X and Y be the factors for the upper and lower arms, measured from coupler to coupler. In the CCW sector the site fields a₁ and a₂ arrive at the couplers, and b₁ and b₂ leave. If c₁ and c₂ are the link fields arriving at the two couplers,

c₂ = X(t c₁ + iκ a₁),  c₁ = Y(t c₂ + iκ a₂),  b₁ = t a₁ + iκ c₁.

Substituting c₂ into the second equation gives

c₁ = iκ(tXY a₁ + Y a₂)/(1 − t²XY),

b₁ = t a₁ − κ²(tXY a₁ + Y a₂)/(1 − t²XY).

The result for b₂ follows by exchanging 1 with 2 and X with Y. The transfer from 1 to 2 is thus proportional to X, that from 2 to 1 to Y, and the remaining terms contain only the product XY. Passing to the CW sector exchanges X and Y, which transposes this 2 × 2 matrix. No assumption about loss has entered: X and Y may include absorption.

Now let the link be lossless and anti-resonant, XY = −1, with

X = i exp(iθ),  Y = i exp(−iθ),  θ = β(L_upper − L_lower)/2.

Since 1 + t² + κ² = 2, the coefficient of a₁ in b₁ becomes t[1 + κ²/(1 + t²)] = 2t/(1 + t²). The transfer from 1 to 2 becomes −iκ² exp(iθ)/(1 + t²). Define

sin η = κ²/(1 + t²),  cos η = 2t/(1 + t²).

The squares add to one, because κ⁴ + 4t² = (1 − t²)² + 4t² = (1 + t²)². The link matrix is therefore cos η − i sin η h, where h has zero diagonal, h₂₁ = exp(iθ) and h₁₂ = exp(−iθ). Since h² = 1, this equals exp(−iηh).

Let a site's round-trip time be T. At detuning δ from resonance, one trip adds the phase δT. A mode of the coupled pair must repeat itself after a trip, so exp(iδT) exp(−iηh) must have eigenvalue 1. The mode frequencies near resonance are then the eigenvalues of

H = Jh,  J = η/T.

Writing H_ji for hopping from i to j, we have H₂₁ = J exp(iθ) for CCW and J exp(−iθ) for CW. When one site touches several links, their small exponents add to leading order in κ²; that is the coupled-mode approximation used below.

**The flux and its sign**

A single hopping phase has no meaning, since redefining the phase of a site mode changes it. The sum around a closed loop does not change. Number the sites of a square 1, 2, 3, 4, from bottom left anticlockwise to top left. Give the bottom link θ = Φ and the other links equal arms. Then

arg(H₂₁H₃₂H₄₃H₁₄) = +Φ for CCW,  −Φ for CW.

The site rings also contribute propagation phases. On this path a CCW wave covers three quarters of each of four rings, three circumferences in all; a CW wave covers one quarter of each, one circumference in all. At resonance both give multiples of 2π.

**What time reversal does**

In the lossless lattice the CCW amplitudes obey i da/dt = H a. The time-reversed amplitudes are b(t) = a*(−t). Conjugating the equation and reversing t gives

i db/dt = H* b.

Conjugation also turns a wave running one way around a ring into the wave running the other way, so b describes CW light. Its Hamiltonian H* has flux −Φ, which is what the geometry supplies. Time reversal maps the lattice to itself by exchanging the sectors. An electron in an external magnetic field lacks this partner: reversing its motion alone leaves the field, and hence the flux, unchanged.

For the ports, let s be the incoming amplitudes and r = Ss the outgoing ones. The conjugated field has r* coming in and s* going out, so s* = S r* = S S* s*, and

S S* = 1.

Energy conservation gives S†S = 1, hence S* = S⁻¹ = S†, which means S = Sᵀ.

Absorption spoils this argument, because reversed absorption is gain. It does not spoil reciprocity. With loss −iΓ/2 on each site, the relation that survives is

H_cw = (H_ccw)ᵀ,

not complex conjugation. Opposite flux is the form that reciprocity takes in this lattice, and the general proof rests on the materials.

**The proof that includes loss**

Take two fields a and b at the same frequency in the same linear, static structure, with

∇×E = iωμH,  ∇×H = −iωεE,

where, in this section, H is the magnetic field and ε may be complex. Then

∇·(E_a×H_b − E_b×H_a) = iω(H_b·μH_a − H_a·μH_b + E_a·εE_b − E_b·εE_a).

The right side vanishes if the tensors μ and ε are symmetric. The surface integral of the left-hand bracket over a closed surface is then zero. Light radiated far away contributes nothing, since for outgoing, locally plane waves the two products cancel. The single-mode ports remain. At each port the electric field is proportional to s + r and the magnetic field to s − r, so the port contributes

(s_a + r_a)(s_b − r_b) − (s_b + r_b)(s_a − r_a) = 2(r_a s_b − s_a r_b).

With equally normalised modes, the sum over ports gives r_a·s_b = s_a·r_b. Inserting r = Ss for arbitrary inputs yields S = Sᵀ. Lattice size, flux, disorder and absorption do not enter.

**Why one sector can look one-way**

Attach a straight bus waveguide to each of the four sites. Call its ends tail and head, so that CCW light enters at the tail and leaves at the head, while CW light enters at the head and leaves at the tail. Let γ be the energy decay rate into a bus and Γ the total decay rate, including absorption. For CCW light at detuning δ,

−iδ a = −iHa − (Γ/2)a + i√γ s,  r = s + i√γ a.

With Δ = δ + iΓ/2, the first equation gives a = −√γ(Δ − H)⁻¹s, and therefore

S_ccw = 1 − iγ(Δ − H)⁻¹,  S_cw = (S_ccw)ᵀ.

The reverse of "tail 1 to head 2" is "head 2 to tail 1". That experiment uses CW light and has the same transmission. "Tail 2 to head 1" also sends light from site 2 to site 1, but through the other two waveguide ends and with CCW light. Reciprocity does not relate it to the first experiment.

To find how different it can be, drive site 1 with a unit source in (Δ − H)a:

Δa₁ − J exp(−iΦ)a₂ − Ja₄ = 1
Δa₂ − J exp(iΦ)a₁ − Ja₃ = 0
Δa₃ − Ja₂ − Ja₄ = 0
Δa₄ − Ja₃ − Ja₁ = 0

Set A = Δ² − J². The last two equations give Aa₃ = JΔa₂ + J²a₁ and Aa₄ = J²a₂ + JΔa₁. Insert these into the first two and multiply by A:

Δ(A − J²)a₂ = J(A exp(iΦ) + J²)a₁
Δ(A − J²)a₁ − J(A exp(−iΦ) + J²)a₂ = A

Eliminating a₁ leaves, in front of a₂, the factor

Δ²(A − J²)² − J²(A² + J⁴ + 2AJ² cos Φ).

With Δ² = A + J² this equals AD, where

D = A² − 2AJ² − J⁴ − 2J⁴cos Φ = Δ⁴ − 4J²Δ² + 2J⁴(1 − cos Φ).

Hence

a₂ = J(A exp(iΦ) + J²)/D.

The first term contains the direct hop and the second the route through sites 4 and 3. Their interference depends on the flux. The transmission T₂₁ from 1 to 2 is γ²|a₂|², and T₁₂ in the same sector follows from Φ → −Φ, which leaves D unchanged. Since Im A = δΓ, the real part of A exp(±iΦ) is Re A cos Φ ∓ δΓ sin Φ, and

T₂₁ − T₁₂ = −4γ²J⁴ δΓ sin Φ/|D|².

In this approximation the difference vanishes at Φ = 0 or π and at zero detuning. It also needs somewhere else for the light to go. If a sector has only two buses and no loss, its matrix is a 2 × 2 unitary one. Its first column and first row both have unit norm, so |S₂₁| = |S₁₂| at any flux.

**A silicon example**

Take a wavelength of 1550 nm, an effective index of 2.40, a group index of 4.20 and a loss of 2 dB/cm, all rough values for a silicon wire. A site ring 100 guided wavelengths long measures 64.58 μm. A link of 100.5 wavelengths measures 64.91 μm and is anti-resonant. For Φ = π/2 the arms of the bottom link must differ by 2Φ/β = 323 nm.

The free spectral range is 1/T = c/(n_g L) = 1105 GHz. With κ² = 0.04 at links and buses, η = arcsin(0.04/1.96) = 0.0204, so

J/2π = 0.0204 × 1105/(2π) = 3.59 GHz.

The bus rate is γ/2π = 0.04 × 1105/(2π) = 7.04 GHz. Absorption adds 0.52 GHz, making Γ/2π = 7.56 GHz. Choose δ/2π = 4 GHz. In units of GHz², with all rates divided by 2π,

Δ² = 1.7 + 30.2i,  J² = 12.9,  A = −11.2 + 30.2i.

Then |iA + J²|² ≈ 426 for 1 → 2 and |−iA + J²|² ≈ 1984 for 2 → 1, while |D|² ≈ 2.56 × 10⁶ and γ²J² ≈ 638. The coupled-mode transmissions are 0.106 and 0.494, a difference of −0.388.

A fuller calculation solves the linear equations for the waves at every coupler, in both directions, using only the arc lengths, losses and couplers. It gives:

- tail 1 to head 2 (CCW): 0.114
- head 2 to tail 1 (CW): 0.114
- tail 2 to head 1 (CCW): 0.485
- head 1 to tail 2 (CW): 0.485

The factor of about four lies between different pairs of ports. Within each reversed pair the transmissions agree, and the full 8 × 8 matrix is symmetric to rounding error. Inverting the formula for S_ccw on resonance, and its CW counterpart, extracts fluxes of +1.571 and −1.571 rad from these waves.

The network difference is −0.371, against −0.388 from the formula. When couplings, loss and detuning are all reduced fourfold, the values are −0.378 and −0.382. At zero flux and the original coupling, the network still shows a difference of 0.008 within one sector, where the formula gives zero. The formula keeps only the leading order in the coupling, so it misses small terms of this kind. So flux is needed for the large effect, but not for every small difference within a sector.

Loss separates the two symmetries. The largest element of S S* − 1 is 0.13 with absorption and zero to rounding without it; S = Sᵀ holds in both cases.

**Edge transport**

In a 4 × 4 lattice with flux π/2 per square, drive the bottom-left corner at δ = 1.8J, with a second bus at the top-right corner. Compare the light in the three further sites of the bottom edge with that in the three further sites of the left edge. For CCW light the bottom edge holds 14% of the total; for CW light it holds 86%. At this detuning the sectors leave the corner mainly along different edges. Reflection in the diagonal through that corner exchanges the two edges and reverses the flux, so the two sectors have exchanged shares. At zero detuning, in the coupled-mode description, each sector divides equally between the edges.

This is still not isolation. CCW transmission to the far corner is 0.263, and the reversed experiment, with CW light sent in at the far corner, also gives 0.263. The reversed light has the opposite flux and so travels around the boundary in the opposite sense, which takes it back along the same edges.

**Scattering between the sectors**

Wall roughness can reflect CCW light into CW light. Let B_ji be the coupling from CCW light in ring i to CW light in ring j. Light entering tail i can then leave at tail j, and the reversed experiment goes from tail j to tail i. Reciprocity requires B_ji = B_ij. The diagonal elements are allowed, so a ring's two modes can mix. Optical time reversal exchanges the sectors and conjugates; applied twice it gives +1. The Kramers degeneracy of electrons rests on −1, which would force B to be antisymmetric and its diagonal to vanish.

A reflector of amplitude 0.005 in a lone ring acts once per trip, giving a coupling rate 0.005/T and a splitting of 2 × 0.005 × 1105/(2π) = 1.76 GHz. With one such reflector at the same place in every site ring of the four-site lattice, 0.4% of the power entering tail 1 returns there. The waves from the four reflectors interfere. Moving all four together hardly changes this value, but independent positions, as roughness would give, yield anything from below 0.1% to about 4%, with a median near 1.4%. The edge light has lost its strict separation into sectors, but S remains symmetric.

**What would break reciprocity**

The assumptions of the proof point to the main exceptions: a permittivity or permeability tensor that is not symmetric, one that varies in time, or one that depends on the light. Suppose a magneto-optic material splits the CW and CCW resonances of every site ring by 2 GHz, moving the CCW resonance down by 1 GHz and the CW resonance up by 1 GHz. Then H_cw is no longer the transpose of H_ccw. In the example, tail 1 to head 2 becomes 0.117 and head 2 to tail 1 becomes 0.142. Removing the absorption does not restore the symmetry of S.

**Beside a real chip**

The ring size, indices and loss are ordinary for silicon wires, but the assumption of identical rings is not. If the resonance moves by roughly 1 nm per nanometre of waveguide width, a width error of 0.1 nm shifts it by 12 GHz, more than three times J/2π. The sensitivity depends on the wire and can be nearer 0.5 nm per nanometre for wider wires; the shift is then about 6 GHz, still larger than J/2π. Real width errors are often larger, so such a lattice needs tuning or stronger coupling. In one random draw with shifts of this size and the reflectors above, the transmission from tail 1 to head 2 fell from 0.114 to 0.056. The reversed value was also 0.056: the disorder changed the transmission but left the reciprocity intact. Other draws scatter widely, mostly between 0.007 and 0.30, and roughly three in ten raise the transmission instead.

Temperature moves all resonances together by about 8 GHz/K, for a thermo-optic coefficient of 1.8 × 10⁻⁴ per kelvin. Strong light is a different matter, since opposite experiments then create different index patterns and the linear proof no longer applies. For 10 μW input to the ideal four-site lattice the strongest circulating power in a site ring is 0.23 mW. If all the propagation loss became heat, with a rough thermal resistance of 10⁴ K/W, the shift would be 0.06 GHz. The Kerr shift, for a rough nonlinear index of 5 × 10⁻¹⁸ m²/W and a mode area of 0.1 μm², is about 0.5 MHz. A driven ring on resonance whose neighbours are detuned by disorder holds about 0.7 mW, which raises both shifts about threefold, the thermal one to 0.2 GHz. They remain small beside J/2π, so at this power the linear description is a good one.
